# Proton Vibrational Overlap and Donor–Acceptor Distance in Nonadiabatic Proton Transfer: verification in Python

```python
"""
Result under test: ground-state overlap of two displaced harmonic proton wells,
    S(d) = C exp(-gamma d^2 / 2),
    C = [4 wD wA / (wD + wA)^2]^(1/4),  gamma = m wD wA / (hbar (wD + wA)),
the weak-coupling law V = V_el S, and the thermal mean square of S when the
donor-acceptor distance R fluctuates in a harmonic mode.
Symbols: d = R - r_D - r_A is the separation of the well minima, m the proton
mass, wD and wA the well frequencies, V_el the electronic coupling, sigma the
thermal spread of R. Energies are in eV, lengths in nm, temperatures in K.
The numerical side diagonalizes Hamiltonians on a sinc grid.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

KB = const.k / const.e
HBAR2 = const.hbar**2 / const.e * 1e18       # divide by a mass in kg: eV nm^2
HBAR2_PROTON = HBAR2 / const.m_p

# Rough, round parameters for peroxide on a ceria polishing particle
QUANTUM_D, QUANTUM_A = 0.40, 0.44            # proton vibrational quanta, eV
BOND_D, BOND_A = 0.10, 0.10                  # bond lengths, nm
R_MEAN = 0.27                                # mean donor-acceptor distance, nm
V_EL = 0.02                                  # electronic coupling, eV
MODE_MASS_U, MODE_QUANTUM = 34.0, 0.025      # donor-acceptor mode, u and eV
TEMP, TEMP_WARM = 300.0, 330.0               # K
PROTON_DEPTH, BRIDGE_DEPTH = 4.5, 0.25       # Morse depths, eV
BETA_EL = 10.0                               # decay of V_el^2 with R, 1/nm
D_MEAN = R_MEAN - BOND_D - BOND_A
HBAR2_MODE = HBAR2 / (MODE_MASS_U * const.atomic_mass)


def sinc_kinetic(points, step, hbar2_over_mass):
    diff = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(diff == 0, 1, diff)
    shape = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    return hbar2_over_mass / (2 * step**2) * sign * shape


X_STEP = 0.0025
X = -0.08 + X_STEP * np.arange(121)
T_PROTON = sinc_kinetic(len(X), X_STEP, HBAR2_PROTON)
D_STEP = 0.002
D_GRID = 0.005 + D_STEP * np.arange(66)
T_MODE = sinc_kinetic(len(D_GRID), D_STEP, HBAR2_MODE)


def well(stretch, quantum, hbar2_over_mass, depth=None):
    """Harmonic well, or a Morse well of equal curvature if depth is given."""
    force = quantum**2 / hbar2_over_mass
    if depth is None:
        return 0.5 * force * stretch**2
    return depth * np.expm1(-np.sqrt(force / (2 * depth)) * stretch)**2


def donor_well(x, q=QUANTUM_D, depth=None):
    return well(x, q, HBAR2_PROTON, depth)


def acceptor_well(x, d, q=QUANTUM_A, depth=None):
    return well(d - x, q, HBAR2_PROTON, depth)


def numeric_overlap(d, qd=QUANTUM_D, qa=QUANTUM_A, depth=None, i=0, j=0):
    donor = eigh(T_PROTON + np.diag(donor_well(X, qd, depth)))[1]
    acceptor = eigh(T_PROTON + np.diag(acceptor_well(X, d, qa, depth)))[1]
    return abs(donor[:, i] @ acceptor[:, j])


def gamma_of(qd, qa):
    return qd * qa / ((qd + qa) * HBAR2_PROTON)


def prefactor_of(qd, qa):
    return (4 * qd * qa / (qd + qa)**2)**0.25


def formula_overlap(d, qd=QUANTUM_D, qa=QUANTUM_A):
    return prefactor_of(qd, qa) * np.exp(-gamma_of(qd, qa) * d**2 / 2)


def ground_energies(d, depth=None):
    e_d = eigh(T_PROTON + np.diag(donor_well(X, depth=depth)),
               eigvals_only=True)[0]
    e_a = eigh(T_PROTON + np.diag(acceptor_well(X, d, depth=depth)),
               eigvals_only=True)[0]
    return e_d, e_a


def resonant_coupling(d, v_el, depth=None):
    """Half the smallest gap of the full two-state problem over energy bias."""
    e_d, e_a = ground_energies(d, depth)
    n = len(X)
    h = np.zeros((2 * n, 2 * n))
    h[:n, :n] = T_PROTON + np.diag(donor_well(X, depth=depth))
    h[:n, n:] = h[n:, :n] = v_el * np.eye(n)
    block = T_PROTON + np.diag(acceptor_well(X, d, depth=depth))

    def gap_squared(offset):
        h[n:, n:] = block + (e_d - e_a + offset) * np.eye(n)
        low = eigh(h, eigvals_only=True, subset_by_index=[0, 1])
        return (low[1] - low[0])**2

    best = minimize_scalar(gap_squared, bounds=(-0.02, 0.02),
                           method="bounded", options={"xatol": 1e-9})
    return 0.5 * np.sqrt(best.fun)


def crossing_height(d, depth=None):
    """Diabatic crossing above the aligned ground levels."""
    e_d, e_a = ground_energies(d, depth)
    x_cross = brentq(lambda x: donor_well(x, depth=depth)
                     - acceptor_well(x, d, depth=depth) - e_d + e_a, 0, d)
    return donor_well(x_cross, depth=depth) - e_d


def thermal_density(temperature, depth=None):
    potential = well(D_GRID - D_MEAN, MODE_QUANTUM, HBAR2_MODE, depth)
    energy, states = eigh(T_MODE + np.diag(potential))
    density = states**2 @ np.exp(-(energy - energy[0]) / (KB * temperature))
    return density / density.sum()


def formula_variance(temperature):
    return (HBAR2_MODE / (2 * MODE_QUANTUM)
            / np.tanh(MODE_QUANTUM / (2 * KB * temperature)))


def formula_mean_square(temperature):
    widen = 1 + 2 * GAMMA * formula_variance(temperature)
    return PREF**2 / np.sqrt(widen) * np.exp(-GAMMA * D_MEAN**2 / widen)


GAMMA = gamma_of(QUANTUM_D, QUANTUM_A)
PREF = prefactor_of(QUANTUM_D, QUANTUM_A)

# Overlap from diagonalized wells; tolerance covers roundoff in tiny overlaps
for d, qd, qa in [(0.0, 0.20, 0.45), (0.03, 0.40, 0.44), (0.05, 0.20, 0.45),
                  (0.06, 0.30, 0.30), (D_MEAN, QUANTUM_D, QUANTUM_A)]:
    assert abs(numeric_overlap(d, qd, qa) / formula_overlap(d, qd, qa) - 1) < 1e-5
equal_case = np.exp(-0.30 * 0.06**2 / (4 * HBAR2_PROTON))
assert abs(numeric_overlap(0.06, 0.30, 0.30) / equal_case - 1) < 1e-5

# Local distance sensitivity of the squared coupling, at two separations
for d in (0.03, 0.05):
    shift = 1e-4
    slope = -2 * np.log(numeric_overlap(d + shift)
                        / numeric_overlap(d - shift)) / (2 * shift)
    assert abs(slope / (2 * GAMMA * d) - 1) < 1e-4

# Thermal spread, mean square and dominant separation from diagonalization
squares = np.array([numeric_overlap(d)**2 for d in D_GRID])
for temperature in (TEMP, TEMP_WARM):
    density = thermal_density(temperature)
    variance = density @ (D_GRID - D_MEAN)**2
    assert abs(variance / formula_variance(temperature) - 1) < 1e-5
    mean_square = density @ squares
    assert abs(mean_square / formula_mean_square(temperature) - 1) < 1e-5
    centre = density @ (squares * D_GRID) / mean_square
    predicted = D_MEAN / (1 + 2 * GAMMA * formula_variance(temperature))
    assert abs(centre / predicted - 1) < 1e-5

variance = formula_variance(TEMP)
d_star = D_MEAN / (1 + 2 * GAMMA * variance)
s_star = formula_overlap(d_star)

# Product law in the weak limit, and the order of its first correction
assert abs(resonant_coupling(d_star, 0.001) / (0.001 * s_star) - 1) < 1e-4
ratio = {v: resonant_coupling(d_star, v) / (v * s_star)
         for v in (0.02, 0.04, 0.2, 0.5)}
assert abs((ratio[0.04] - 1) / (ratio[0.02] - 1) - 4) < 0.2

# A very deep Morse well must return the harmonic overlap
assert abs(numeric_overlap(0.03, depth=1e7) / formula_overlap(0.03) - 1) < 0.01

# Sizes of neglected effects
density = thermal_density(TEMP)
density_morse = thermal_density(TEMP, BRIDGE_DEPTH)
squares_morse = np.array([numeric_overlap(d, depth=PROTON_DEPTH)**2
                          for d in D_GRID])
rms = np.sqrt(formula_mean_square(TEMP))
rms_proton = np.sqrt(density @ squares_morse)
rms_bridge = np.sqrt(density_morse @ squares)
rms_both = np.sqrt(density_morse @ squares_morse)
r_both = (density_morse @ (squares_morse * D_GRID) / rms_both**2
          + BOND_D + BOND_A)
el_factor = np.sqrt(density @ (squares * np.exp(-BETA_EL * (D_GRID - D_MEAN)))
                    / (density @ squares))
s_star_morse = numeric_overlap(d_star, depth=PROTON_DEPTH)
ratio_morse = (resonant_coupling(d_star, V_EL, PROTON_DEPTH)
               / (V_EL * s_star_morse))
excited_a = (numeric_overlap(d_star, j=1) / s_star)**2
excited_d = ((numeric_overlap(d_star, i=1) / s_star)**2
             * np.exp(-QUANTUM_D / (KB * TEMP)))

print(f"Donor, acceptor proton quanta: {QUANTUM_D:.2f}, {QUANTUM_A:.2f} eV")
print(f"Donor, acceptor bond lengths: {BOND_D:.2f}, {BOND_A:.2f} nm")
print(f"Mean donor-acceptor distance: {R_MEAN:.3f} nm")
print(f"Mean well separation d0: {D_MEAN:.3f} nm")
print(f"Electronic coupling V_el: {V_EL:.3f} eV")
print(f"Donor-acceptor mode: mass {MODE_MASS_U:.0f} u, quantum {MODE_QUANTUM:.3f} eV")
print(f"Temperature: {TEMP:.0f} K; thermal energy {KB*TEMP:.5f} eV")
print(f"hbar^2 / proton mass: {HBAR2_PROTON:.4e} eV nm^2")
print(f"Overlap constant gamma: {GAMMA:.1f} nm^-2")
print(f"Frequency-mismatch prefactor C: {PREF:.5f}")
for r in (0.24, 0.25, 0.26, 0.27, 0.28):
    d = r - BOND_D - BOND_A
    print(f"R = {r:.2f} nm: S = {formula_overlap(d):.3e}, V = "
          f"{V_EL*formula_overlap(d):.3e} eV, 2 gamma d = {2*GAMMA*d:.0f} nm^-1")
print(f"Thermal spread sigma of R: {np.sqrt(variance):.5f} nm")
print(f"Widening factor 1 + 2 gamma sigma^2: {1+2*GAMMA*variance:.4f}")
print(f"Thermal mean square of S: {rms**2:.3e}")
print(f"Thermal rms of S: {rms:.3e}")
print(f"Thermal rms coupling: {V_EL*rms:.3e} eV")
print(f"Gain of mean-square over fixed-R squared coupling: "
      f"{(rms/formula_overlap(D_MEAN))**2:.3e}")
print(f"Dominant separation d*: {d_star:.4f} nm")
print(f"Dominant distance R*: {d_star+BOND_D+BOND_A:.4f} nm")
print(f"Overlap at d*: {s_star:.3e}")
print("NEGLECTED EFFECTS")
print(f"Morse depths: proton {PROTON_DEPTH:.2f} eV, bridge {BRIDGE_DEPTH:.2f} eV")
print(f"Crossing above ground level at d*, harmonic: {crossing_height(d_star):.3f} eV")
print(f"Crossing above ground level at d*, Morse: "
      f"{crossing_height(d_star, PROTON_DEPTH):.3f} eV")
print(f"Overlap at d*, Morse proton wells: {s_star_morse:.3e}")
print(f"Overlap at d0, Morse proton wells: "
      f"{numeric_overlap(D_MEAN, depth=PROTON_DEPTH):.3e}")
print(f"Rms coupling, Morse proton wells only: {V_EL*rms_proton:.3e} eV")
print(f"Rms coupling, Morse bridge only: {V_EL*rms_bridge:.3e} eV")
print(f"Rms coupling, both Morse: {V_EL*rms_both:.3e} eV")
print(f"Dominant mean distance, both Morse: {r_both:.4f} nm")
for v, value in ratio.items():
    print(f"Full coupling / (V_el S) at d*, V_el = {v:.2f} eV: {value:.6f}")
print(f"Same ratio, Morse wells, V_el = {V_EL:.2f} eV: {ratio_morse:.6f}")
print(f"Assumed decay constant of V_el^2: {BETA_EL:.1f} nm^-1")
print(f"Rms coupling factor from V_el(R): {el_factor:.3f}")
print(f"Squared overlap ratio, acceptor level 1 to 0, at d*: {excited_a:.2f}")
print(f"Boltzmann-weighted ratio, donor level 1 to 0, at d*: {excited_d:.2e}")
print(f"Rms coupling at {TEMP_WARM:.0f} K: "
      f"{V_EL*np.sqrt(formula_mean_square(TEMP_WARM)):.3e} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Donor, acceptor proton quanta: 0.40, 0.44 eV
Donor, acceptor bond lengths: 0.10, 0.10 nm
Mean donor-acceptor distance: 0.270 nm
Mean well separation d0: 0.070 nm
Electronic coupling V_el: 0.020 eV
Donor-acceptor mode: mass 34 u, quantum 0.025 eV
Temperature: 300 K; thermal energy 0.02585 eV
hbar^2 / proton mass: 4.1500e-05 eV nm^2
Overlap constant gamma: 5048.8 nm^-2
Frequency-mismatch prefactor C: 0.99943
R = 0.24 nm: S = 1.760e-02, V = 3.521e-04 eV, 2 gamma d = 404 nm^-1
R = 0.25 nm: S = 1.815e-03, V = 3.630e-05 eV, 2 gamma d = 505 nm^-1
R = 0.26 nm: S = 1.130e-04, V = 2.259e-06 eV, 2 gamma d = 606 nm^-1
R = 0.27 nm: S = 4.243e-06, V = 8.487e-08 eV, 2 gamma d = 707 nm^-1
R = 0.28 nm: S = 9.621e-08, V = 1.924e-09 eV, 2 gamma d = 808 nm^-1
Thermal spread sigma of R: 0.00740 nm
Widening factor 1 + 2 gamma sigma^2: 1.5529
Thermal mean square of S: 9.667e-08
Thermal rms of S: 3.109e-04
Thermal rms coupling: 6.218e-06 eV
Gain of mean-square over fixed-R squared coupling: 5.369e+03
Dominant separation d*: 0.0451 nm
Dominant distance R*: 0.2451 nm
Overlap at d*: 5.917e-03
NEGLECTED EFFECTS
Morse depths: proton 4.50 eV, bridge 0.25 eV
Crossing above ground level at d*, harmonic: 0.865 eV
Crossing above ground level at d*, Morse: 0.465 eV
Overlap at d*, Morse proton wells: 2.512e-02
Overlap at d0, Morse proton wells: 1.755e-04
Rms coupling, Morse proton wells only: 3.248e-05 eV
Rms coupling, Morse bridge only: 1.389e-06 eV
Rms coupling, both Morse: 1.372e-05 eV
Dominant mean distance, both Morse: 0.2577 nm
Full coupling / (V_el S) at d*, V_el = 0.02 eV: 1.000594
Full coupling / (V_el S) at d*, V_el = 0.04 eV: 1.002376
Full coupling / (V_el S) at d*, V_el = 0.20 eV: 1.060455
Full coupling / (V_el S) at d*, V_el = 0.50 eV: 1.412913
Same ratio, Morse wells, V_el = 0.02 eV: 1.000581
Assumed decay constant of V_el^2: 10.0 nm^-1
Rms coupling factor from V_el(R): 1.134
Squared overlap ratio, acceptor level 1 to 0, at d*: 9.77
Boltzmann-weighted ratio, donor level 1 to 0, at d*: 2.05e-06
Rms coupling at 330 K: 7.831e-06 eV
ALL CHECKS PASSED
```
